# Hubbard Occupations and Hamiltonian at Linear Cost from Sparse Kernels: a numerical check

```python
"""Linear-scaling evaluation of Hubbard occupations and Hamiltonian.

Result under test, for one spin channel and real functions:
  n_I = inv(O_I) V_I^T K V_I
  E   = sum_I U/2 Tr(n_I - n_I n_I)
  H   = sum_I V_I [U/2 (inv(O_I) - 2 n_I inv(O_I))] V_I^T
K: density kernel; V_I: overlaps of support functions with the M projectors
of site I; O_I: overlaps among these projectors; U: Hubbard parameter.
With z functions touching a site, the matrix products of that site need
2 M (z^2 + z M + M^2) multiplications, and z is bounded by packing.
Lengths are in nm and energies in eV.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import eigh

KINETIC = constants.hbar**2 / (2 * constants.m_e) / constants.e * 1e18
SPACING, JITTER, STEP = 0.25, 0.01, 0.005
R_SUPPORT, R_PROJECTOR = 0.35, 0.30
REACH = R_SUPPORT + R_PROJECTOR
DEPTHS, WELL_WIDTH = (12.0, 4.0), 0.08
U, M = 4.0, 2
SUPPORT_KINDS = ((1.0, 0.0), (0.0, 1.0))
PROJECTOR_KINDS = ((1.0, 0.0), (1.0, 2.0))   # deliberately nonorthogonal
tally = [0]


def shape(x, r, kind):
    return (kind[0] + kind[1] * x / r) * np.cos(np.pi * x / (2 * r))**2


def slope(x, r, kind):
    bump = np.cos(np.pi * x / (2 * r))**2
    dbump = -np.pi / (2 * r) * np.sin(np.pi * x / r)
    return kind[1] / r * bump + (kind[0] + kind[1] * x / r) * dbump


def on_grid(centres, r, kinds, npts):
    """Normalized compact functions and their slopes as sparse columns."""
    rows, cols, values, slopes = [], [], [], []
    for i, centre in enumerate(centres):
        idx = np.arange(int(np.ceil((centre - r) / STEP)),
                        int(np.floor((centre + r) / STEP)) + 1)
        x = idx * STEP - centre
        for k, kind in enumerate(kinds):
            f = shape(x, r, kind)
            norm = np.sqrt(np.sum(f * f) * STEP)
            rows.append(idx % npts)
            cols.append(np.full(len(idx), i * len(kinds) + k))
            values.append(f / norm)
            slopes.append(slope(x, r, kind) / norm)
    where = (np.concatenate(rows), np.concatenate(cols))
    size = (npts, len(centres) * len(kinds))
    return (sparse.csc_matrix((np.concatenate(values), where), shape=size),
            sparse.csc_matrix((np.concatenate(slopes), where), shape=size))


def build_ring(n_sites):
    """Ring of alternating wells; reference kernel from diagonalization."""
    rng = np.random.default_rng(7 + n_sites)
    length = 2 * n_sites * SPACING
    npts = int(round(length / STEP))
    atoms = (SPACING * np.arange(2 * n_sites)
             + rng.uniform(-JITTER, JITTER, 2 * n_sites))
    phi, dphi = on_grid(atoms, R_SUPPORT, SUPPORT_KINDS, npts)
    chi, _ = on_grid(atoms[::2], R_PROJECTOR, PROJECTOR_KINDS, npts)
    potential = np.zeros(npts)
    for i, centre in enumerate(atoms):
        half = int(6 * WELL_WIDTH / STEP)
        idx = np.arange(-half, half + 1) + int(round(centre / STEP))
        x = idx * STEP - centre
        potential[idx % npts] -= (DEPTHS[i % 2]
                                  * np.exp(-x**2 / (2 * WELL_WIDTH**2)))
    overlap = (phi.T @ phi).toarray() * STEP
    h0 = (KINETIC * (dphi.T @ dphi)
          + phi.T @ sparse.diags(potential) @ phi).toarray() * STEP
    levels, vectors = eigh(h0, overlap)
    occupied = vectors[:, :n_sites]
    owner = np.repeat(atoms, len(SUPPORT_KINDS))
    dist = np.abs(owner[:, None] - owner[None, :])
    dist = np.minimum(dist, length - dist)
    v = sparse.csc_matrix(phi.T @ chi) * STEP
    v.sort_indices()
    metrics = []
    for s in range(n_sites):
        own = chi[:, s * M:(s + 1) * M]
        metrics.append((own.T @ own).toarray() * STEP)
    return dict(atoms=atoms, phi=phi, chi=chi, v=v, metrics=metrics,
                occupied=occupied, kernel=occupied @ occupied.T, dist=dist,
                gap=levels[n_sites] - levels[n_sites - 1], overlap=overlap)


def kernel_rows(kernel, dist, cutoff):
    """Sparse storage: one dictionary of retained elements per row."""
    stored = []
    for a in range(len(kernel)):
        keep = np.nonzero(dist[a] < cutoff)[0]
        stored.append(dict(zip(keep.tolist(), kernel[a, keep].tolist())))
    return stored


def multiply(left, right):
    """Plain matrix product which counts each scalar multiplication."""
    out = []
    for row in left:
        new = []
        for j in range(len(right[0])):
            total = 0.0
            for k in range(len(right)):
                total += row[k] * right[k][j]
                tally[0] += 1
            new.append(total)
        out.append(new)
    return out


def hubbard(v, metrics, kernel):
    """Site-by-site algorithm; no step touches an array of full length."""
    tally[0] = 0
    energy, occupations, hamiltonian, touching = 0.0, [], {}, []
    for site, metric in enumerate(metrics):
        ptr = v.indptr[site * M:(site + 1) * M + 1]
        rows = np.unique(v.indices[ptr[0]:ptr[-1]])
        w = np.zeros((len(rows), M))
        for m in range(M):
            part = slice(ptr[m], ptr[m + 1])
            w[np.searchsorted(rows, v.indices[part]), m] = v.data[part]
        rows = rows.tolist()
        w_list, w_t = w.tolist(), w.T.tolist()
        k_block = [[kernel[a].get(b, 0.0) for b in rows] for a in rows]
        inverse = np.linalg.inv(metric)
        inv_list = inverse.tolist()
        projected = multiply(w_t, multiply(k_block, w_list))
        n_list = multiply(inv_list, projected)
        n = np.array(n_list)
        g = U / 2 * (inverse - 2 * np.array(multiply(n_list, inv_list)))
        block = multiply(multiply(w_list, g.tolist()), w_t)
        for i, a in enumerate(rows):
            for j, b in enumerate(rows):
                hamiltonian[a, b] = hamiltonian.get((a, b), 0.0) + block[i][j]
        energy += U / 2 * (np.trace(n) - np.sum(n * n.T))
        occupations.append(n)
        touching.append(len(rows))
    return energy, occupations, hamiltonian, touching, tally[0]


def site_cost(z):
    return 2 * M * (z * z + z * M + M * M)


def dense(elements, size):
    full = np.zeros((size, size))
    for (a, b), value in elements.items():
        full[a, b] = value
    return full


# ---- twelve sites: algorithm against real-space definitions ----
N_SMALL = 12
ring = build_ring(N_SMALL)
K, v = ring["kernel"], ring["v"]
size = len(K)
assert ring["gap"] > 0.5
assert abs(np.sum(K * ring["overlap"]) - N_SMALL) < 1e-9
sparse_kernel = kernel_rows(K, ring["dist"], 2 * REACH)
energy, occ, h_elements, touching, _ = hubbard(v, ring["metrics"],
                                               sparse_kernel)
H = dense(h_elements, size)

# one projector overlap by adaptive quadrature
x0, x1 = ring["atoms"][:2]
low, high = max(x0 - R_PROJECTOR, x1 - R_SUPPORT), min(
    x0 + R_PROJECTOR, x1 + R_SUPPORT)
raw = quad(lambda x: shape(x - x1, R_SUPPORT, SUPPORT_KINDS[0])
           * shape(x - x0, R_PROJECTOR, PROJECTOR_KINDS[1]), low, high)[0]
norm_s = quad(lambda x: shape(x, R_SUPPORT, SUPPORT_KINDS[0])**2,
              -R_SUPPORT, R_SUPPORT)[0]
norm_p = quad(lambda x: shape(x, R_PROJECTOR, PROJECTOR_KINDS[1])**2,
              -R_PROJECTOR, R_PROJECTOR)[0]
assert abs(raw / np.sqrt(norm_s * norm_p) - v[2, 1]) < 1e-5  # grid error

# occupations from orbitals on the grid and orthonormalized projectors
phi, chi = ring["phi"].toarray(), ring["chi"].toarray()
orbitals = phi @ ring["occupied"]
H_grid, energy_grid, amplitudes = np.zeros((size, size)), 0.0, []
for s in range(N_SMALL):
    q, _ = np.linalg.qr(chi[:, s * M:(s + 1) * M] * np.sqrt(STEP))
    weight = q.T @ orbitals * np.sqrt(STEP)
    n_grid = weight @ weight.T
    assert np.allclose(np.sort(np.linalg.eigvals(occ[s]).real),
                       np.linalg.eigvalsh(n_grid), atol=1e-9)
    energy_grid += U / 2 * np.trace(n_grid - n_grid @ n_grid)
    a_site = phi.T @ q * np.sqrt(STEP)
    amplitudes.append(a_site)
    H_grid += U / 2 * a_site @ (np.eye(M) - 2 * n_grid) @ a_site.T
assert abs(energy - energy_grid) < 1e-9
assert np.max(np.abs(H - H_grid)) < 1e-9


def energy_of(kernel):
    total = 0.0
    for a_site in amplitudes:
        n = a_site.T @ kernel @ a_site
        total += U / 2 * np.trace(n - n @ n)
    return total


# Hamiltonian as derivative of the energy with respect to the kernel
change = np.random.default_rng(3).normal(size=(size, size))
change = (change + change.T) / 2
t = 0.01
numeric = (energy_of(K + t * change) - energy_of(K - t * change)) / (2 * t)
analytic = np.sum(H * change)
assert abs(numeric - analytic) < 1e-7 * (1 + abs(analytic))
trace_kh = np.sum(K * H)
square_term = U / 2 * sum(np.sum(n * n.T) for n in occ)
assert abs(energy - trace_kh - square_term) < 1e-9
assert square_term > 0.01

# kernel elements beyond twice the reach play no part; shorter cuts do harm
full = hubbard(v, ring["metrics"], kernel_rows(K, ring["dist"], np.inf))
assert max(np.max(np.abs(a - b)) for a, b in zip(full[1], occ)) < 1e-13
assert np.max(np.abs(dense(full[2], size) - H)) < 1e-13
cut_errors = []
for cutoff in (0.9, 0.65, 0.4):
    cut = hubbard(v, ring["metrics"], kernel_rows(K, ring["dist"], cutoff))
    cut_errors.append((cutoff, max(abs(np.trace(a - b))
                                   for a, b in zip(cut[1], occ))))
    assert cut_errors[-1][1] > 1e-10

# the site metric is needed, and an inverse over all sites fills in
v0 = v[:, :M].toarray()
trace_true, trace_bare = np.trace(occ[0]), np.trace(v0.T @ K @ v0)
assert abs(trace_true - trace_bare) > 0.01
all_metric = chi.T @ chi * STEP
far_direct = np.max(np.abs(all_metric[:M, 2 * M:3 * M]))
far_inverse = np.max(np.abs(np.linalg.inv(all_metric)[:M, 2 * M:3 * M]))
assert far_direct == 0.0 and far_inverse > 1e-9

# ---- growing rings: counted work and storage ----
table = []
for n_sites in (25, 50, 100, 200):
    big = build_ring(n_sites)
    stored = kernel_rows(big["kernel"], big["dist"], 2 * REACH)
    e_big, _, h_big, z_big, count = hubbard(big["v"], big["metrics"], stored)
    gaps = np.diff(np.append(big["atoms"],
                             big["atoms"][0] + 2 * n_sites * SPACING))
    z_bound = len(SUPPORT_KINDS) * (1 + 2 * REACH / gaps.min())
    assert max(z_big) <= z_bound
    assert count == sum(site_cost(z) for z in z_big)
    assert len(h_big) <= n_sites * max(z_big)**2
    assert big["v"].nnz <= n_sites * M * max(z_big)
    table.append((n_sites, count, len(h_big), big["v"].nnz,
                  sum(len(row) for row in stored), 2 * e_big / n_sites))
    if n_sites == 50:
        magnitude, spread = np.abs(big["kernel"]), big["dist"]
        decay = [(r, magnitude[spread > r].max() / magnitude.max())
                 for r in (1.3, 2.6, 5.2)]
        assert decay[2][1] < 0.5 * decay[1][1] < 0.5 * decay[0][1]
for row in table[1:]:
    for column in range(1, 5):
        assert row[column] * table[0][0] == table[0][column] * row[0]

# ---- open cubes in three dimensions: packing, search, surface terms ----
CUBE_SPACING, CUBE_JITTER, CUBE_REACH = 0.30, 0.008, 0.47


def cell_neighbours(centres, reach):
    cells = {}
    keys = [tuple(k) for k in np.floor(centres / reach).astype(int).tolist()]
    for i, key in enumerate(keys):
        cells.setdefault(key, []).append(i)
    found, most_checks = [], 0
    for i, key in enumerate(keys):
        candidates = []
        for shift in itertools.product((-1, 0, 1), repeat=3):
            near = tuple(k + s for k, s in zip(key, shift))
            candidates += cells.get(near, [])
        most_checks = max(most_checks, len(candidates))
        d = np.linalg.norm(centres[candidates] - centres[i], axis=1)
        found.append(sorted(np.array(candidates)[d < reach].tolist()))
    return found, most_checks


cube_table = []
for edge in (4, 5, 6, 7):
    rng = np.random.default_rng(edge)
    centres = CUBE_SPACING * np.array(
        list(itertools.product(range(edge), repeat=3)), dtype=float)
    centres += rng.uniform(-CUBE_JITTER, CUBE_JITTER, centres.shape)
    near, checks = cell_neighbours(centres, CUBE_REACH)
    d_all = np.linalg.norm(centres[:, None] - centres[None, :], axis=2)
    for i, members in enumerate(near):
        assert members == np.nonzero(d_all[i] < CUBE_REACH)[0].tolist()
    d_min = d_all[d_all > 0].min()
    z_max = max(len(members) for members in near)
    pack_bound = (1 + 2 * CUBE_REACH / d_min)**3
    check_bound = (1 + 4 * np.sqrt(3) * CUBE_REACH / d_min)**3
    assert z_max <= pack_bound and checks <= check_bound
    # matrix values are arbitrary here: only the pattern matters for counts
    rows = [a for members in near for _ in range(M) for a in members]
    cols = [i * M + m for i, members in enumerate(near)
            for m in range(M) for _ in members]
    pattern = sparse.csc_matrix((np.full(len(rows), 0.1), (rows, cols)),
                                shape=(len(centres), M * len(centres)))
    pattern.sort_indices()
    count = hubbard(pattern, [np.eye(M)] * len(centres),
                    [{a: 1.0} for a in range(len(centres))])[4]
    assert len(centres) * site_cost(1) <= count
    assert count <= len(centres) * site_cost(pack_bound)
    cube_table.append((edge, len(centres), count, z_max, checks))
c4, c5, c6, c7 = [row[2] for row in cube_table]
leading = (c7 - 3 * c6 + 3 * c5 - c4) / 6
assert leading == site_cost(cube_table[-1][3])

# ---- report ----
print(f"hbar^2/(2 m_e) = {KINETIC:.6f} eV nm^2")
print(f"mean atom spacing = {SPACING} nm, largest shift = {JITTER} nm")
print(f"well depths = {DEPTHS[0]}, {DEPTHS[1]} eV; width = {WELL_WIDTH} nm")
print(f"support radius = {R_SUPPORT} nm, projector radius = {R_PROJECTOR} nm")
print(f"reach R = {REACH:.2f} nm, kernel cutoff 2R = {2 * REACH:.2f} nm")
print(f"U = {U} eV, projectors per site M = {M}, grid step = {STEP} nm")
print(f"12-site ring: gap without U = {ring['gap']:.4f} eV")
print(f"site 0: functions touching it z = {touching[0]}")
print(f"site 0: projector overlap O_12 = {ring['metrics'][0][0, 1]:.5f}")
lam = np.sort(np.linalg.eigvals(occ[0]).real)[::-1]
print(f"site 0: occupation eigenvalues = {lam[0]:.5f}, {lam[1]:.5f}")
shifts = U * (0.5 - lam)
print(f"site 0: Hubbard potentials = {shifts[0]:.4f}, {shifts[1]:.4f} eV")
print(f"site 0: Tr n = {trace_true:.5f}; without metric = {trace_bare:.5f}")
print(f"12 sites, both spins: E_U = {2 * energy:.5f} eV")
print(f"12 sites, both spins: E_U = {2 * energy * constants.e:.5e} J")
print(f"12 sites, both spins: Tr(K H_U) = {2 * trace_kh:.5f} eV")
print(f"12 sites, both spins: U/2 sum Tr n^2 = {2 * square_term:.5f} eV")
print(f"energy derivative, differences = {numeric:.8f} eV")
print(f"energy derivative, Tr(H_U dK) = {analytic:.8f} eV")
for cutoff, error in cut_errors:
    print(f"kernel cut at {cutoff} nm: largest change of Tr n = {error:.2e}")
print(f"second-neighbour sites: direct overlap = {far_direct:.1e}")
print(f"second-neighbour sites: all-site inverse = {far_inverse:.2e}")
for r, ratio in decay:
    print(f"50 sites: largest |K| beyond {r} nm / largest |K| = {ratio:.2e}")
print("rings: N, multiplications, nnz H_U, nnz V, nnz K, E_U/N (eV)")
for row in table:
    print("  %d, %d, %d, %d, %d, %.5f" % row)
print(f"rings: multiplications per site = {table[0][1] / table[0][0]:.0f}")
print(f"rings: nnz per site H_U = {table[0][2] / table[0][0]:.0f}, "
      f"V = {table[0][3] / table[0][0]:.0f}, "
      f"K = {table[0][4] / table[0][0]:.0f}")
print(f"200-site ring: packing bound on z = {z_bound:.2f}")
print(f"cubes: spacing = {CUBE_SPACING} nm, reach = {CUBE_REACH} nm, "
      f"largest shift per axis = {CUBE_JITTER} nm")
print("cubes: edge, N, multiplications, largest z, largest checks, mult./N")
for row in cube_table:
    print("  %d, %d, %d, %d, %d, %.1f" % (row + (row[2] / row[1],)))
print(f"cubes: leading coefficient = {leading:.0f} multiplications per site")
print(f"edge-7 cube: packing bound on z = {pack_bound:.1f}")
print("done: every assertion held")
```

Running it gives:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
mean atom spacing = 0.25 nm, largest shift = 0.01 nm
well depths = 12.0, 4.0 eV; width = 0.08 nm
support radius = 0.35 nm, projector radius = 0.3 nm
reach R = 0.65 nm, kernel cutoff 2R = 1.30 nm
U = 4.0 eV, projectors per site M = 2, grid step = 0.005 nm
12-site ring: gap without U = 4.0667 eV
site 0: functions touching it z = 10
site 0: projector overlap O_12 = 0.87035
site 0: occupation eigenvalues = 0.98938, 0.00642
site 0: Hubbard potentials = -1.9575, 1.9743 eV
site 0: Tr n = 0.99581; without metric = 1.72891
12 sites, both spins: E_U = 0.76136 eV
12 sites, both spins: E_U = 1.21984e-19 J
12 sites, both spins: Tr(K H_U) = -46.28538 eV
12 sites, both spins: U/2 sum Tr n^2 = 47.04674 eV
energy derivative, differences = 1.18664002 eV
energy derivative, Tr(H_U dK) = 1.18664002 eV
kernel cut at 0.9 nm: largest change of Tr n = 9.82e-04
kernel cut at 0.65 nm: largest change of Tr n = 2.03e-02
kernel cut at 0.4 nm: largest change of Tr n = 1.33e-01
second-neighbour sites: direct overlap = 0.0e+00
second-neighbour sites: all-site inverse = 3.46e-04
50 sites: largest |K| beyond 1.3 nm / largest |K| = 1.94e-01
50 sites: largest |K| beyond 2.6 nm / largest |K| = 9.37e-02
50 sites: largest |K| beyond 5.2 nm / largest |K| = 1.72e-02
rings: N, multiplications, nnz H_U, nnz V, nnz K, E_U/N (eV)
  25, 12400, 1600, 500, 2200, 0.06341
  50, 24800, 3200, 1000, 4400, 0.06343
  100, 49600, 6400, 2000, 8800, 0.06328
  200, 99200, 12800, 4000, 17600, 0.06345
rings: multiplications per site = 496
rings: nnz per site H_U = 64, V = 20, K = 88
200-site ring: packing bound on z = 13.26
cubes: spacing = 0.3 nm, reach = 0.47 nm, largest shift per axis = 0.008 nm
cubes: edge, N, multiplications, largest z, largest checks, mult./N
  4, 64, 48832, 19, 64, 763.0
  5, 125, 112772, 19, 91, 902.2
  6, 216, 216672, 19, 86, 1003.1
  7, 343, 370204, 19, 125, 1079.3
cubes: leading coefficient = 1612 multiplications per site
edge-7 cube: packing bound on z = 80.0
done: every assertion held
```
